# Barrier Height and Image-Force Permittivity from Two Photoemission Thresholds

## Problem

In internal photoemission, light lifts electrons in a metal over the energy barrier at its interface with an insulator. The threshold is the smallest photon energy that does so. A metal electrode on a 10 nm high-permittivity oxide gives these thresholds:

- 2.81 eV at an oxide field of 1 MV/cm,
- 2.62 eV at an oxide field of 4 MV/cm.

The field draws electrons away from the metal. Find the barrier at zero field, and the relative permittivity that governs the attraction between an escaping electron and the metal. How well do the two readings fix these numbers?

## A tempting solution

The field tilts the oxide's energy bands. At a distance $x$ from the metal it lowers an electron's energy by an amount proportional to the field. If the barrier top sits at some fixed distance, the threshold falls linearly with the field. The slope is

$$\frac{2.81-2.62}{4-1}=0.0633\ \text{eV per MV/cm},$$

and continuing the line back to zero field gives

$$2.81+0.0633\times 1=2.873\ \text{eV}.$$

Since 1 MV/cm is 0.1 V/nm, the slope also gives the distance of the barrier top, $0.19/0.3=0.63$ nm. No permittivity has appeared, so it would have to come from another measurement.

## Where it fails

The arithmetic is right. The fault is the fixed distance. A barrier has a top inside the oxide because two effects compete: the metal attracts the electron back, and the field pulls it away. A stronger field wins this competition closer to the metal, so the top moves inward as the field grows.

Let $V(x,F)$ be the barrier energy, with its top at $x_m(F)$ and height $\phi(F)=V(x_m(F),F)$. By the chain rule,

$$\frac{d\phi}{dF}=\frac{\partial V}{\partial x}\bigg|_{x_m}\frac{dx_m}{dF}+\frac{\partial V}{\partial F}\bigg|_{x_m}.$$

The first term vanishes because $V$ is flat at its top. The field enters $V$ as $-Fx$, so the second term is $-x_m$, and

$$\frac{d\phi}{dF}=-x_m(F).$$

The slope of the threshold at any field is thus minus the distance of the top at that field. The 0.63 nm found above is an average of $x_m$ between 1 and 4 MV/cm. Below 1 MV/cm the top lies farther out and the threshold changes faster, so the straight line reaches zero field too low. The attraction must be known before the correct curve can be drawn.

## The barrier with image attraction

Measure energies in eV from the metal's Fermi level and $x$ in nm from its surface. In formulas $F$ is in V/nm, which for one electron is also the force in eV/nm. Define

$$K=\frac{e^2}{4\pi\varepsilon_0}=1.43996\ \text{eV nm}.$$

Treat the metal as a perfect conductor filling $x<0$, and the oxide as uniform, free of charge, and of relative permittivity $\varepsilon$.

**Image energy.** An electron of charge $-e$ at distance $x$ induces positive charge on the metal surface. In the oxide, the potential of this induced charge equals that of a point charge $+e$ at $-x$. The pair makes the metal surface an equipotential and adds no charge inside the oxide, and these conditions determine the potential uniquely. At the electron, a distance $2x$ from the image, the induced potential is

$$\varphi_{\rm ind}=\frac{e}{4\pi\varepsilon_0\varepsilon\,(2x)}.$$

The interaction energy is half the charge times this potential. The half arises because the induced charge grows in proportion to the charge that induces it: if the electron's charge is built up from zero, the potential it meets rises linearly, and its average is half the final value. Hence

$$U(x)=\frac12(-e)\varphi_{\rm ind}=-\frac{K}{4\varepsilon x}.$$

The force gives the same result. Charge and image attract with force $K/[\varepsilon(2x)^2]=K/(4\varepsilon x^2)$, and the work needed to take the electron from $x$ to infinity is

$$\int_x^\infty\frac{K}{4\varepsilon x'^2}\,dx'=\frac{K}{4\varepsilon x}.$$

**Barrier top.** With $\phi_0$ the zero-field barrier, the energy is

$$V(x)=\phi_0-Fx-\frac{K}{4\varepsilon x}.$$

Its derivative is $V'(x)=-F+K/(4\varepsilon x^2)$, which vanishes at

$$x_m=\sqrt{\frac{K}{4\varepsilon F}}.$$

The second derivative, $-K/(2\varepsilon x^3)$, is negative, so this is a maximum. At $x_m$ the image term is

$$\frac{K}{4\varepsilon x_m}=\frac{K}{4\varepsilon x_m^2}\,x_m=Fx_m,$$

equal to the field term. The two together lower the barrier by

$$2Fx_m=2F\sqrt{\frac{K}{4\varepsilon F}}=\sqrt{\frac{KF}{\varepsilon}}.$$

Therefore

$$\phi(F)=\phi_0-\sqrt{\frac{KF}{\varepsilon}}.$$

The threshold is linear in $\sqrt F$, not in $F$. Its derivative, $-\tfrac12\sqrt{K/(\varepsilon F)}$, equals $-x_m$, as the chain rule requires.

## Extraction

Assume that each threshold is the top of this classical barrier, and write $s=\sqrt{K/\varepsilon}$. The readings obey

$$\phi_1=\phi_0-s\sqrt{F_1},\qquad \phi_2=\phi_0-s\sqrt{F_2}.$$

Subtracting the second from the first removes $\phi_0$:

$$s=\frac{\phi_1-\phi_2}{\sqrt{F_2}-\sqrt{F_1}}.$$

The first reading then gives $\phi_0=\phi_1+s\sqrt{F_1}$, and the definition of $s$ gives $\varepsilon=K/s^2$.

With fields in MV/cm the square roots are 1 and 2, so

$$s=\frac{2.81-2.62}{2-1}=0.190\ \text{eV per (MV/cm)}^{1/2},$$

$$\phi_0=2.81+0.19=3.00\ \text{eV}.$$

For the permittivity, 1 MV/cm is 0.1 V/nm, so $s^2$ in units of eV² per V/nm is $0.190^2/0.1$. Then

$$\varepsilon=\frac{1.43996\times0.1}{0.190^2}=3.99.$$

The barrier is lowered by 0.19 eV at 1 MV/cm and by 0.38 eV at 4 MV/cm. Half of each lowering is $Fx_m$, so the tops lie at $0.095/0.1=0.95$ nm and $0.19/0.4=0.475$ nm. Four times the field doubles the lowering and halves the distance. The straight line in $F$ put the zero-field barrier 0.13 eV too low.

Two parts of the calculation were tested numerically. A finite-difference solution of Poisson's equation beside a grounded plane, with $\varepsilon=3.99$, gives an image energy of −0.09025 eV at 1 nm, as does the formula. A search for the two unknowns that uses numerically located barrier tops returns 3.0000 eV and 3.989.

**Limits of the formula.** As $F\to0$ the top recedes to infinity, but the oxide is finite. The one-surface picture needs $x_m$ to be much smaller than the thickness $d$. The formula would put $x_m$ at $d=10$ nm when

$$F=\frac{K}{4\varepsilon d^2}=\frac{0.0902}{100}\ \text{V/nm}\approx0.009\ \text{MV/cm}.$$

Both readings lie far above this field, and $\phi_0$ is the intercept of the law that holds there. If the collector is also a metal, both surfaces attract the electron, and summing all the images puts the actual barrier top at zero field lower than this intercept by $K\ln2/(\varepsilon d)=0.025$ eV. At strong fields $x_m$ shrinks to atomic distances, where a smooth metal surface and a uniform oxide are no longer good descriptions. The upper reading is already near this limit: its top, at 0.475 nm, lies within about one lattice constant of an oxide such as hafnium oxide.

## How firm are the two numbers?

Suppose each threshold has an independent standard error $\sigma=0.02$ eV and the fields are known exactly. For these fields $\phi_0=2\phi_1-\phi_2$, so

$$\delta\phi_0=\sqrt{2^2+1^2}\,\sigma=0.045\ \text{eV}.$$

In units of (MV/cm)$^{1/2}$ the slope is $\phi_1-\phi_2$, with error $\sqrt2\,\sigma=0.028$ eV. Since $\varepsilon\propto s^{-2}$, small relative errors double:

$$\frac{\delta\varepsilon}{\varepsilon}\approx2\,\frac{0.028}{0.190}\approx0.30.$$

An error this large is better followed through the formula itself. Moving $s$ up and down by one standard error gives $\varepsilon$ from 3.02 to 5.51, an interval that reaches farther upward than downward. Random sampling of the readings with normally distributed errors puts the central 68% between 3.02 and 5.50. The barrier is known to about 1.5% of its value, while the permittivity is only "near 4".

Two readings also cannot test the square-root law, because other laws with two free parameters, such as the straight line in $F$, pass through them just as well. Would a third reading between them help? In MV/cm, the straight line that agrees with $\sqrt F$ at 1 and 4 is $(F+2)/3$. The gap $\sqrt F-(F+2)/3$ is largest where $1/(2\sqrt F)=1/3$, that is, at $F=2.25$ MV/cm. There the square-root law predicts 2.715 eV and the straight line 2.731 eV, a difference of 0.016 eV.

The square-root prediction at this field is the mean of the two given readings, so comparing it with a new reading carries an error of $\sqrt{1+1/4+1/4}\,\sigma=0.024$ eV. One such reading would not decide between the laws. Several fields or smaller errors are needed.

## Which permittivity is it?

An insulator's permittivity depends on how quickly the charge changes. Slow changes move both ions and electrons, while fast ones move the electrons alone. Take a static permittivity of 20, a phonon energy of 0.05 eV and an electron mass in the oxide of 0.2 free-electron masses, all rough values for hafnium oxide.

An electron with a chosen kinetic energy of 0.5 eV, moving at constant speed, reaches the barrier top in 1.01 fs at 1 MV/cm and in 0.51 fs at 4 MV/cm. An electron that barely clears the top slows down near it, but with 0.01 eV to spare it still needs only about 3.4 and 1.4 fs. The lattice vibration has a period of 83 fs, or 13 fs per radian. The ions barely move during the escape, so $\varepsilon$ should be close to the electronic, or optical, permittivity.

With the static value of 20, the classical threshold would drop between the two fields by 0.085 eV instead of the measured 0.190 eV. The misfit is 3.7 standard errors of the measured drop. This supports the same conclusion as long as the thresholds are classical barrier tops, a condition that now needs scrutiny.

## What tunnelling does to the reading

Near its top the barrier is an inverted parabola. Since $K/(4\varepsilon)=Fx_m^2$, the second derivative there is

$$V''(x_m)=-\frac{2Fx_m^2}{x_m^3}=-\frac{2F}{x_m}.$$

With $y=x-x_m$ this gives $V\approx\phi-\tfrac12m\omega^2y^2$, where $m\omega^2=2F/x_m$, and therefore

$$\hbar\omega=\hbar\sqrt{\frac{2F}{m\,x_m}}.$$

An electron at energy $E=\phi-D$ meets a forbidden region $|y|<a$, with $a^2=2D/(m\omega^2)$. In the semiclassical approximation its transmission falls as $e^{-G}$, where

$$G=\frac2\hbar\int_{-a}^{a}\sqrt{2m\left(D-\tfrac12m\omega^2y^2\right)}\,dy=\frac{2m\omega}{\hbar}\int_{-a}^{a}\sqrt{a^2-y^2}\,dy.$$

The last integral is the area of a half disc, $\pi a^2/2$, so

$$G=\frac{\pi m\omega a^2}{\hbar}=\frac{2\pi D}{\hbar\omega}=\frac Dw,\qquad w=\frac{\hbar\omega}{2\pi}.$$

As a model of the whole rise, take

$$T(E)=\frac{1}{1+e^{(\phi-E)/w}},$$

which has this decay well below the top and tends to 1 well above it. With the mass of 0.2, $w$ is 0.045 eV at 1 MV/cm and 0.127 eV at 4 MV/cm. Since $x_m\propto F^{-1/2}$, $w$ grows as $F^{3/4}$, faster than the barrier lowering.

The effect on a threshold depends on how it is read. Let $E$ be the energy of motion towards the oxide. For a cold metal whose excited electrons fill all states up to the photon energy $h\nu$, motion along the surface can take any energy from 0 to $h\nu-E$. Its density of states is constant in two dimensions, so the supply of electrons is proportional to $h\nu-E$. Apart from a constant factor, the yield is

$$Y=\int^{h\nu}(h\nu-E)\,T(E)\,dE.$$

For a sharp barrier $Y=\tfrac12(h\nu-\phi)^2$, and a straight line through $\sqrt Y$ reaches zero at $\phi$. For a smeared one, integration by parts gives

$$Y=\int^{h\nu}\tfrac12(h\nu-E)^2\,\frac{dT}{dE}\,dE,$$

because the boundary term vanishes at $E=h\nu$ and is negligible far below the barrier. The function $dT/dE$ is a symmetric peak at $\phi$ with unit area and variance $\pi^2w^2/3$. When $h\nu$ lies well above this peak,

$$Y\approx\tfrac12\left[(h\nu-\phi)^2+\frac{\pi^2w^2}{3}\right].$$

The added constant raises $\sqrt Y$ most near the threshold, which flattens the fitted line and moves its zero to lower energy.

Now take a barrier with $\phi_0=3.00$ eV and $\varepsilon=3.99$, and fit $\sqrt Y$ from 0.4 to 1.0 eV above its top. The thresholds read are 2.799 and 2.538 eV, not 2.81 and 2.62 eV. Putting them into the classical formulas gives a barrier of 3.06 eV and a permittivity of about 2.1. In this model and with this fitting range, tunnelling moves the barrier by 2% but nearly halves the permittivity. The range matters: fits from 0.2 to 0.8 eV and from 0.8 to 1.6 eV above the top give 3.08 eV and 1.7, and 3.04 eV and 2.7.

These figures show a scale and are not a correction to apply. At 4 MV/cm $\hbar\omega$ is 0.80 eV, larger than the whole lowering of 0.38 eV, so the parabola is used beyond its safe range. The formula for $T$ includes reflection at a parabolic top, but not the further reflection where the potential changes steeply close to the metal. That raises the readings, and unequally. Solving the Schrödinger equation for the full barrier, with the image term cut off at a metal band bottom 1 to 10 eV below the Fermi level, raises the reading at 1 MV/cm by 0.05 to 0.10 eV and that at 4 MV/cm by 0 to 0.08 eV. The extracted barrier is then about 3.17 eV, 6% too high, and the permittivity 1.5 to 1.9.

Tunnelling also removes the earlier case against the static permittivity. With a permittivity of 20 the top lies closer to the metal, and $w$ is larger by a factor $(20/3.99)^{1/4}\approx1.5$. The same model then gives a drop between the fields of about 0.23 eV (0.18 to 0.27 eV over the fitting ranges above) instead of the classical 0.085 eV, so the measured 0.19 eV no longer rules this value out. The argument for the optical permittivity rests on the comparison of time scales.

## Beside a real gate stack

The parameters are those of a metal on hafnium oxide. A permittivity near 4 fits a refractive index of roughly 2, whose square is the optical permittivity. With a rough electron affinity of 2 to 2.5 eV for the oxide, and neglecting interface dipoles, a barrier of 3 eV calls for a metal with a work function of about 5 to 5.5 eV. The 10 nm film is thicker than the roughly 2 nm used in advanced transistors. In a 2 nm film the one-surface formula would put the top at 0.95 nm, almost midway between the electrodes, so the image in one surface would not suffice: with metal on both sides the top at 1 MV/cm lies at 0.76 nm and is 0.023 eV lower. In the 10 nm film a metal collector changes the energy at 1 nm by only −0.0002 eV.

Real oxides also trap charge. Take $10^{12}$ electrons per cm² at rest just beyond the barrier top, close to the emitter, with the applied voltage held fixed. A sheet of charge $\sigma_t$ per area at distance $x_t$ reduces the field at the metal by $(1-x_t/d)\,\sigma_t/(\varepsilon_0\varepsilon_s)$, where $\varepsilon_s=20$ is the static permittivity, since the charge is at rest. Neglecting $x_t/d$, which is about 0.1 here, gives a reduction of 0.09 MV/cm. This is an average over the area: the electrons are about 10 nm apart, so the reduction is larger near each of them and smaller elsewhere. As a rough measure of the effect, if the thresholds are kept and both fields are corrected by this average, the extraction gives 2.99 eV and 4.18. This overstates the effect near threshold, where electrons escape through the lowest points of the barrier: midway between charges on a square array 1.1 nm from the metal the field is reduced by only 0.025 MV/cm, and correcting the thresholds for the rise of the top there gives 3.00 eV and 4.04.

Temperature matters less. At 300 K the model yield with a sharp barrier reads the threshold 0.0035 eV too low. That yield depends on photon energy and barrier only through $h\nu-\phi$, so with the same fitting range above the top both readings shift equally and $\varepsilon$ is unchanged.

The upper field is 0.8 of a rough breakdown field of 5 MV/cm. A semiclassical estimate for a cold emitter gives a dark tunnelling current of the order of $10^{-9}$ A/cm² there, which has to be separated from the photocurrent. The estimate is very sensitive to the rough electron mass, which enters the exponent, and it leaves out conduction through traps, which can be much larger in a real film.

If the thresholds are classical barrier tops, the answer is $\phi_0=3.00\pm0.05$ eV and $\varepsilon\approx4$, with a range of about 3 to 5.5 from reading errors alone. If they were extrapolated from a yield curve, the barrier is a rougher estimate, whose error was 0.06 to 0.17 eV in the yield models above, and the permittivity is an effective value that also contains tunnelling and reflection. The numerical output below lists the values used.

## Numbers as computed

```
K = e^2/(4 pi eps0): 1.43996 eV nm
Reading 1: 2.81 eV at 1 MV/cm
Reading 2: 2.62 eV at 4 MV/cm
Slope s: 0.190 eV per (MV/cm)^0.5
Zero-field barrier: 3.00 eV
Image-force relative permittivity: 3.99
At 1 MV/cm: lowering 0.19 eV, top at 0.950 nm
At 4 MV/cm: lowering 0.38 eV, top at 0.475 nm
Image energy at 1 nm, Poisson solution: -0.09025 eV
Image energy at 1 nm, formula: -0.09025 eV
Root search: barrier 3.0000 eV, permittivity 3.989
Intercept of a line in F (wrong law): 2.873 eV
Threshold at 2.25 MV/cm, root law: 2.715 eV
Threshold at 2.25 MV/cm, line in F: 2.731 eV
Chosen reading error: 0.02 eV
Error of zero-field barrier: 0.045 eV
Error of slope: 0.028 eV per (MV/cm)^0.5
Permittivity interval, formula: 3.02 to 5.51
Permittivity interval, sampled: 3.02 to 5.50
Rough tunnelling mass: 0.2 electron masses
Chosen kinetic energy for transit: 0.5 eV
Transit times to the top at 1 and 4 MV/cm: 1.01, 0.51 fs
Rough phonon energy: 0.05 eV
Phonon period: 83 fs
Rough static permittivity: 20
Threshold drop, measured: 0.190 eV
Threshold drop for static permittivity: 0.085 eV
Misfit of static value: 3.7 standard errors
At 1 MV/cm: hbar omega 0.283 eV, smearing width 0.045 eV
  threshold read with tunnelling: 2.799 eV
At 4 MV/cm: hbar omega 0.801 eV, smearing width 0.127 eV
  threshold read with tunnelling: 2.538 eV
Barrier extracted from those: 3.06 eV
Permittivity extracted from those: 2.10
Thermal energy at 300 K: 0.0259 eV
Thermal shift of read threshold: -0.0035 eV
Oxide thickness: 10 nm
Collector image shift at 1 nm: -2.19e-04 eV
Trapped electrons: 1e+12 per cm^2
Field loss from them: 0.090 MV/cm
Re-extracted: barrier 2.987 eV, permittivity 4.18
Dark tunnelling current at 4 MV/cm: 7.0e-10 A/cm^2
Rough breakdown field: 5 MV/cm
Higher field / breakdown field: 0.80
```
